The hyperdynamics boost factor and its use in infrequent metadynamics

A system on a Born–Oppenheimer surface V(r) vibrates in one basin and leaves it over a barrier many times k_BT high. First-principles molecular dynamics covers, roughly, tens of picoseconds, while the wait for an escape may be nanoseconds or longer. A bias ΔV(r) that raises the floor of the basin shortens the wait, and the question is how to recover the rate on V from a trajectory run on V_b = V + ΔV.

1. Conventions

Nuclei are classical and the ensemble is canonical, with β = 1/k_BT. All coordinates carry one mass m (otherwise use mass-weighted coordinates and m = 1). The basin A is a region of configuration space whose boundary consists of dividing surfaces S_j, one per exit. The bias depends on positions alone and, until section 7, not on time. Averages are restricted to A:

  Z_A = ∫_A e^{−βV} dr,  Z_{A,b} = ∫_A e^{−βV_b} dr,  ⟨g⟩_{A,b} = ∫_A g e^{−βV_b} dr / Z_{A,b}.

Units are eV, Å, ps, amu and K.

2. The boost factor for transition-state rates

The transition state theory (TST) rate k_j is the outward flux through S_j in the equilibrium ensemble confined to A. The density at a point of S_j is e^{−βV}/Z_A. The normal velocity v is Maxwellian, because the kinetic energy is isotropic, and outward motion means v > 0:

  ∫₀^∞ v (βm/2π)^{1/2} e^{−βmv²/2} dv = (βm/2π)^{1/2} · 1/(βm) = (k_BT/2πm)^{1/2}.

Hence

  k_j = (k_BT/2πm)^{1/2} Q_j/Z_A,  Q_j = ∫_{S_j} e^{−βV} dS.   (1)

On V_b the velocity factor is the same, since ΔV does not contain velocities, and k_{j,b} has Q_{j,b} and Z_{A,b} in place of Q_j and Z_A. The ratio of the two rates is

  k_j/k_{j,b} = (Q_j/Q_{j,b}) · (Z_{A,b}/Z_A).

Insert e^{−βV} = e^{+βΔV} e^{−βV_b} in Q_j and in Z_A:

  Q_j/Q_{j,b} = ∫_{S_j} e^{βΔV}e^{−βV_b} dS / Q_{j,b} = ⟨e^{βΔV}⟩_{S_j,b},
  Z_A/Z_{A,b} = ∫_A e^{βΔV}e^{−βV_b} dr / Z_{A,b} = ⟨e^{βΔV}⟩_{A,b} ≡ α.

Therefore, for any static bias,

  k_j = k_{j,b} ⟨e^{βΔV}⟩_{S_j,b} / α.   (2)

If ΔV = 0 on S_j, the surface average is 1 and

  k_j = k_{j,b}/α,  α = ⟨e^{βΔV}⟩_{A,b} = Z_A/Z_{A,b}.   (3)

The average is over the biased ensemble and over A alone. The same insertion made in Z_{A,b} gives 1/α = ⟨e^{−βΔV}⟩_{A,0} in the unbiased ensemble, so the bias speeds escape by draining population from the floor of the basin while the Boltzmann weight on the surface stays fixed. For 0 ≤ ΔV ≤ B this form gives 1 ≤ α ≤ e^{βB}. If a part of A with unbiased probability ε carries no bias, then ⟨e^{−βΔV}⟩_{A,0} ≥ ε and α ≤ 1/ε.

Because α carries no index j, a bias that vanishes on every surface leaves the ratios k_i/k_j of the TST rates unchanged; the branching actually observed also involves the transmission coefficients of section 3 and can shift. If instead ΔV = c on S_j, (2) gives k_{j,b}/α = k_j e^{−βc}, and for c > 0 that exit is underestimated. Adding a constant C to ΔV changes no force but multiplies α by e^{βC}. In (2) the surface average cancels this factor; in (3) the condition ΔV = 0 on S_j is what fixes the zero of the bias.

3. The hyperclock

With W(r) = e^{βΔV(r)}, define along the biased trajectory

  τ(t) = ∫₀^t W(r(t′)) dt′,  in code τ ← τ + Δt · exp(βΔV(r_n)).   (4)

If the dynamics is ergodic in A, τ/t → α. Let the trajectory be mirrored at the surfaces; reversing the normal velocity preserves the confined equilibrium distribution. The number N_j of hits on S_j then obeys N_j/t → k_{j,b}, and

  N_j/τ = (N_j/t)/(τ/t) → k_{j,b}/α = k_j.   (5)

For a single escape, assume that the correlation time t_c of motion in the biased basin is short against 1/k_b, with k_b the total biased escape rate. Successive intervals of a few t_c are then independent trials, the survival probability is e^{−k_b t}, and with τ ≈ αt it becomes e^{−(k_b/α)τ}. The replacement τ ≈ αt has its own condition. Define t_W, the integrated correlation time of W, which need not equal t_c, by ∫₀^∞⟨δW(0)δW(t)⟩dt = t_W Var W. For t ≫ t_c the variance of τ is 2t t_W Var W, so at t = 1/k_b the spread of τ relative to αt is (2 t_W k_b Var W)^{1/2}/α, which must be small.

The true rate is κk^TST, where the transmission coefficient κ is decided by trajectories that start on S_j and are followed until they commit to one side. If ΔV = 0 wherever these trajectories go before committing, they are the same on V and V_b, and κ_b = κ. A bias that vanishes on the surface alone does not ensure this. The overdamped limit allows the error to be computed.

4. Overdamped dynamics in hypertime

For Brownian dynamics with constant diffusion coefficient D on V_b, the expectation of a function f changes at the rate L_b f, where

  L_b f = D(∇²f − β∇V_b·∇f) = D e^{βV_b} ∇·(e^{−βV_b}∇f).

The second form follows from the product rule, ∇·(e^{−βV_b}∇f) = e^{−βV_b}(∇²f − β∇V_b·∇f). Since dτ = W dt, the rate of change per unit hypertime is L_b f/W. Using e^{−βΔV}e^{βV_b} = e^{βV} outside the divergence and e^{−βV_b} = e^{−βΔV}e^{−βV} inside it,

  L̃f = e^{−βΔV} L_b f = e^{βV} ∇·(D e^{−βΔV} e^{−βV} ∇f).   (6)

Read on the hyperclock, the biased process is diffusion on the true potential V with the local diffusion coefficient D e^{−βΔV(r)}. Equilibrium populations are those of V, and motion is slowed where the bias is positive.

Place absorbing walls beyond the barriers, where f = 0, and let −L̃f = λ_hyper f. Multiply by f e^{−βV} and integrate by parts. The boundary term vanishes, on absorbing walls because f = 0 and on reflecting walls because the normal derivative is zero:

  λ_hyper = ∫ D e^{−βΔV} e^{−βV}|∇f|² dr / ∫ e^{−βV} f² dr.   (7)

The same integration with two functions shows that L̃ is symmetric under the weight e^{−βV}, so the lowest eigenvalue, which is the long-time escape rate, is the minimum of (7) over admissible f. Let f₀ be the minimizer at ΔV = 0, with value λ. For ΔV ≥ 0 the numerator evaluated at f₀ cannot exceed its unbiased value and the denominator is unchanged, so

  λ_hyper ≤ λ   (static ΔV ≥ 0, overdamped, any dimension).   (8)

The deficit is at least ∫D(1 − e^{−βΔV})e^{−βV}|∇f₀|² dr/∫e^{−βV}f₀² dr, so bias placed where e^{−βV}|∇f₀|² is appreciable lowers the recovered rate.

5. The error in one dimension

Take a reflecting wall at −a, a barrier top at a, an absorbing point b > a and a start at x₀. Let h(x) be the mean hypertime to absorption. Splitting off the first interval dt gives h(x) = W dt + E[h(x(dt))] = W dt + h + L_b h dt, so

  L_b h = −W.

For the second moment h₂, write τ = W dt + τ′; then τ² = τ′² + 2W τ′ dt to first order in dt, and L_b h₂ = −2W h. Multiply the first equation by e^{−βV_b}/D and use W e^{−βV_b} = e^{−βV}:

  (e^{−βV_b} h′)′ = −e^{−βV}/D.

Integrate from −a, where h′ = 0:

  h′(y) = −e^{βV_b(y)} Z(y)/D,  Z(y) = ∫_{−a}^y e^{−βV(z)} dz.

Integrate from x₀ to b, where h = 0:

  h(x₀) = (1/D) ∫_{x₀}^b e^{βΔV(y)} e^{βV(y)} Z(y) dy.   (9)

The bias has cancelled from the inner integral. Setting ΔV = 0 gives the unbiased mean first-passage time T, and dividing,

  h/T = ⟨e^{βΔV}⟩_w,  w(y) ∝ e^{βV(y)} Z(y) on [x₀, b].   (10)

No approximation enters (10). For a high barrier, Z ≈ Z_A near the top, V ≈ V‡ − Kξ²/2 with ξ = a − y, and the Gaussian integral gives DT ≈ Z_A e^{βV‡}(2πk_BT/K)^{1/2}. The weight w is thus a peak of width (k_BT/K)^{1/2} on the barrier, and (10) yields two conditions.

First, the bias must vanish across that width. Let ΔV ≈ K_b ξ²/2 on the basin side, with K_b < K, and zero beyond, so that ΔV(a) = 0. The half Gaussian on the basin side has K − K_b in place of K, and to quadratic order

  h/T ≈ ½[1 + (K/(K − K_b))^{1/2}].

At this order the error is independent of temperature, although (3) holds without error for the TST rate. The formula is the low-temperature limit of (10). The one-sided cubic terms add corrections of relative order T^{1/2}, which grow as K_b approaches K, and (10) must then be integrated. For the touching bias of section 8, K = 1.358 eV/Å² and K_b = 8B/a² = 1.024 eV/Å², so the formula gives 1.51, while (10) gives 1.30 at 500 K.

Second, a residual barrier must remain. Let the bias be confined to a length ℓ of [x₀, a] on which V_b ≤ V_max. Since Z(y) ≤ Z_A there, and W − 1 < W,

  h/T − 1 ≲ ℓ (2πk_BT/K)^{−1/2} e^{−β(V‡ − V_max)}.

The right side is a bound to leading order in k_BT/V‡, not a value; it shows that a residual barrier V‡ − V_max large enough to make it small keeps the error small. Conversely, if V_b ≥ V‡ − k_BT over a length ℓ′ on which W ≫ 1 and Z ≈ Z_A, then (W − 1)e^{βV} ≈ e^{βV_b} ≥ e^{βV‡ − 1} there. That part alone adds about e^{−1}ℓ′(2πk_BT/K)^{−1/2} or more to h/T − 1, which is not small once ℓ′ is comparable with the barrier width.

The biased passage time in simulation time, T_b, is (9) with Z_b(y) = ∫_{−a}^y e^{−βV_b} in place of Z(y). Where e^{βV_b} is concentrated near the top, Z/Z_b ≈ α, so h ≈ αT_b. This relation needs the residual barrier but not the first condition: the clock can be consistent with α while both miss T.

6. Bias on a collective variable

If ΔV = ΔV(s(r)), the condition is that the values of s taken in every barrier region lie outside the support of the bias. Consider V = V₁(x) + V₂(y) with exits along x and y, total rates k_x and k_y, and s = x. In simulation time x and y are independent. A bias that spares the x barriers gives k_{x,b} ≈ αk_x, while k_{y,b} = k_y. With p_y = k_y/(k_x + k_y) and λ = k_x + k_y, the odds of a y exit fall from k_y/k_x to k_y/(αk_x), and

  λ_hyper ≈ (αk_x + k_y)/α = λ[(1 − p_y) + p_y/α].   (11)

This agrees with (2): on a y surface the biased x distribution is that of the basin, so ⟨e^{βΔV}⟩_{S,b} = α. For large α the y channel is nearly lost.

7. Infrequent metadynamics

Well-tempered metadynamics builds the bias from hills laid every τ_G at the current value s_n:

  V_G(s,t) = Σ_{t_n<t} h_n e^{−(s−s_n)²/2σ²},  h_n = h e^{−V_G(s_n,t_n)/((γ_b−1)k_BT)}.

Assume that (a) the basin re-equilibrates in a time short against τ_G, (b) V_G stays negligible in the barrier region and (c) a residual barrier remains until escape. For (b), the expected number of hills laid during one crossing of duration t_x is t_x/τ_G, which must be small, and the tails of hills of width σ must not reach the barrier. Then between depositions the bias is static and sections 2 to 5 apply: given the whole history, the probability of escape in dt is kα(t)dt, with k the true rate and α(t) = ⟨e^{βV_G(s,t)}⟩_{A,b} at the current bias.

The bias differs from run to run and depends on the trajectory, so the survival law is best written in Λ(t) = k∫₀^t α dt′. The probability of escape while Λ grows by dΛ is dΛ whatever the history, so the probability P of surviving to Λ obeys dP/dΛ = −P and P = e^{−Λ}. Hence ∫α dt at escape is exponential with mean 1/k. By (a), the time average over each interval replaces the ensemble average, and the clock of run i is

  τ_i = ∫₀^{t_i} e^{βV_G(s(t),t)} dt,   (12)

with V_G the bias acting at time t and t_i the time of commitment to the product.

The offset c(t) of metadynamics reweighting must not be subtracted. It is defined by e^{βc} = ∫e^{−βF}ds/∫e^{−β(F+V_G)}ds, with F(s) the free energy. With the integrals over A this ratio is Z_A/Z_{A,b} = α, so ⟨e^{β(V_G−c)}⟩_{A,b} = 1 and the clock would return the simulation time.

For N independent escapes the log-likelihood is N ln k − kΣτ_i; its derivative N/k − Στ_i vanishes at

  k̂ = N/Σ_i τ_i.   (13)

An exponential variable has standard deviation equal to its mean, so the mean of N has relative standard error N^{−1/2}. A run stopped before escape contributes the survival factor e^{−kτ_i}, which adds to Στ_i but not to N.

A Kolmogorov–Smirnov (KS) comparison of the τ_i with an exponential probes the shape of the distribution. With the mean fitted to the same data the model curve is drawn toward the sample, so the tabulated p-value is lenient, and a common factor on all τ_i cancels from the statistic. Inequality (8) was shown for static bias and does not fix the sign of the error for a bias that grows quickly.

8. Worked example

The model has round parameters and stands for no material:

  V(x) = E₀u² + (δ/2)u³,  u = sin(πx/2a),

with E₀ = 0.40 eV, δ = 0.04 eV, a = 1.25 Å, m = 50 amu and 500 K, so k_BT = 0.04309 eV and β = 23.209 eV⁻¹. The basin is [−a, a], with barriers 0.380 eV (left, L) and 0.420 eV (right, R) and well frequency ω = 15.6 ps⁻¹. The static bias is B(1 − x²/r²)² for |x| < r and zero outside, with B = 0.20 eV. The narrow bias has r = 0.875 Å. The touching bias has r = a and reaches zero at the surfaces. The on-surface bias is the narrow one plus a Gaussian of height c = 0.03 eV and width 0.2 Å centred at x = a. The check output printed below holds the numerical check of these results.

TST rates. With Z_A = 0.47762 Å and velocity factor 1.1503 Å/ps, (1) gives

  k_L = 1.1503 × e^{−8.819}/0.47762 = 3.56 × 10⁻⁴ ps⁻¹,
  k_R = 1.1503 × e^{−9.748}/0.47762 = 1.41 × 10⁻⁴ ps⁻¹,

so k_L/k_R = 2.53 and 1/(k_L + k_R) = 2013 ps = 2.01 ns.

Biased Langevin dynamics (BAOAB, friction 5 ps⁻¹, step 0.006 ps, 2000 mirrored walkers of 120 ps per bias) tests (3) and (5). For the narrow bias the time average of W is 47.84 ± 0.03 against Z_A/Z_{A,b} = 47.81 from quadrature, below the bound e^{βB} = e^{23.209 × 0.20} ≈ 104. The total hypertime is 2000 × 120 × 47.84 = 1.148 × 10⁷ ps. The 1612 right hits give 1612/(1.148 × 10⁷) = 1.404 × 10⁻⁴ ps⁻¹, which is 0.998 ± 0.033 of k_R. The 4313 left hits give 1.055 ± 0.022 of k_L. This value is high by 2.5 standard errors, the largest such deviation among the six rate estimates, and it lies within the asserted tolerance. The on-surface run has the same bias near the left surface and gives 0.973 ± 0.022, on the other side of 1, which is consistent with a fluctuation. The touching bias gives α = 75.70 ± 0.04 (quadrature 75.74) and ratios 1.016 ± 0.019 and 1.017 ± 0.017, so TST rates survive a bias that extends up to the surfaces. With the on-surface bias the right ratio is 0.526 ± 0.020 against e^{−βc} = 0.498.

Overdamped rate. With D = k_BT/mγ, γ = 50 ps⁻¹, D = 0.1663 Å²/ps; the well relaxation time γ/ω² is 0.205 ps. For x₀ = 0, reflection at −a and b = 2.0 Å, (9) without bias gives T = 22611 ps = 22.6 ns. The independent route is a master equation on a grid of spacing Δ with hopping rates (D/Δ²)e^{−β(U_j−U_i)/2}, U = V_b, solved as a linear system. For the narrow bias it gives h = 22980.2 ps against 22980.5 ps from (9), so h/T = 1.016, an excess of 1.6% relative to T. Also αT_b = 47.81 × 480.13 = 22955 ps, within about 0.1% of h. For the touching bias, h = 29452 ps by both routes and h/T = 1.30, while αT_b = 75.74 × 388.39 = 2.942 × 10⁴ ps still tracks h. The bias that left TST intact thus misses the diffusive time by 30% of T. An exponential law has h₂ = 2h², and h₂/2h² is 0.9995 (narrow) and 0.9994 (touching): the second moment gives no warning of the 30% error.

Two dimensions. Add E_y sin²(πy/2a) with E_y = 0.40 eV and absorb beyond the four saddles. The 91 × 91 lattice gives λ = 2.856 × 10⁻⁴ ps⁻¹, with a discretization error of about half a per cent, and p_y = 0.4784. The narrow bias applied to the radius (x² + y²)^{1/2} gives λ_hyper/λ = 0.985 and p_y = 0.4790. Applied to x alone it gives p_y = 0.0191 and an odds reduction of 47.2 against α = 47.8. Equation (11) predicts

  (1 − 0.4784) + 0.4784/47.81 = 0.5216 + 0.0100 = 0.5316,

against 0.5195 computed, which is 2.3% below the prediction. Both biases satisfy (8). That the shortfall comes from the finite residual barrier along x, which (11) neglects, is a conjecture that agrees in sign with (10).

Metadynamics. Each set has 500 independent overdamped runs of the one-dimensional problem (Leimkuhler–Matthews integrator, step 0.015 ps), s = x, σ = 0.15 Å, γ_b = 10, and N^{−1/2} = 0.045.

In the slow set, h = 0.01 eV and τ_G = 15 ps, which is 15/0.205 ≈ 73 relaxation times of the bare well; the basin flattened by the hills relaxes several times more slowly, so the margin for assumption (a) is smaller than this figure. The mean simulation time is 939.5 ps, about 63 hills, and T/939.5 ps = 24 is the gain. The mean clock is 23015 ps = 23.0 ns, and 23015/22611 = 1.018, equal to 1 within the 4.5% sampling error. A systematic excess of several per cent, which (10) gives as the hills reduce the residual barrier, cannot be excluded at this sample size. The time step adds an error of the same sign: on the barrier top a displacement grows by the factor 1 + βDKΔt per step, so the growth rate falls from βDK = 5.24 ps⁻¹ by the fraction βDKΔt/2 ≈ 0.04, and passage times at Δt = 0.015 ps are 3 to 4% longer than their continuum values. The median is 0.956 of T ln 2, and KS gives p = 0.30 with the fitted mean (the tabulated value, hence lenient) and 0.39 with T. For assumption (b), at the barrier top only, the mean bias at escape is βV_G(a) = 0.014. The path clock (12) summed over runs is 1.007 times the summed ∫α(t)dt computed by quadrature of each run's current bias; this is consistent with (a) but does not establish it, since a ratio of sums over runs can stay near 1 when single intervals are not equilibrated. The residual barrier of (c) was not recorded.

In the fast set, h = 0.03 eV and τ_G = 0.15 ps, shorter than the relaxation time. Escape takes 16.6 ps on average, but the mean clock is about 580 ns, 26 times T, while the median is 2.6 times T ln 2. A mean so far above the median shows a heavy tail, and N^{−1/2} is not the error of this mean. KS rejects the exponential with mean T (p ~ 10⁻⁶⁷) and the fitted one (p ~ 10⁻¹⁰⁵). Assumption (b) fails: βV_G(a) = 1.5 at absorption, a value that includes hills laid after the top was first reached. So does (a), since the summed path clock is 3.7 times the summed ∫α dt. Both this ratio and the factor 26 are sums over a heavy-tailed sample and give only the order of the failure. How the factor 26 divides among these failures and the loss of the residual barrier was not determined.

9. What to record in an implementation

The clock (4) or (12) uses the bias energy at the configuration of each step, with the zero set by the unbiased barrier region, and it stops at commitment, placed beyond the barrier like b above. Each run stores τ_i, the simulation time, the exit taken and the bias at the values of s visited during the crossing. That last quantity enters (2) and (10) directly and detects a biased barrier that an exponential shape can hide. An exit suppressed as in (11) may leave few crossings on which to measure it, since its odds fall by the factor α; a second set of runs with a different collective variable addresses that case.

Computed results

```
E0=0.4 eV delta=0.04 eV a=1.25 A m=50.0 amu T=500.0 K
B=0.2 eV r=0.875 A or 1.25 A; surface bias c=0.03 eV width 0.2 A
kT=0.04309 eV  beta=23.209 1/eV  barriers L,R=0.380,0.420 eV
beta*barrier L,R=8.819,9.748  omega=15.614 1/ps
Z_A=0.47762 A  sqrt(kT/2 pi m)=1.1503 A/ps
k_TST L=3.5605e-04 R=1.4071e-04 1/ps  L/R=2.5304
1/(kL+kR)=2013.0 ps = 2.013 ns  exp(-beta c)=0.4984
MD: gamma=5.0 1/ps dt=0.006 ps 2000 walkers x 120 ps per bias
narrow: alpha quad=47.81 MD=47.84+-0.03 hits L,R=4313,1612
  (hits/tau)/k_TST L=1.055+-0.022 R=0.998+-0.033 (R predicted 1.000)
touching: alpha quad=75.74 MD=75.70+-0.04 hits L,R=6571,2599
  (hits/tau)/k_TST L=1.016+-0.019 R=1.017+-0.017 (R predicted 1.000)
on-surface: alpha quad=47.93 MD=47.93+-0.04 hits L,R=3986,851
  (hits/tau)/k_TST L=0.973+-0.022 R=0.526+-0.020 (R predicted 0.498)
overdamped: gamma=50.0 1/ps D=0.1663 A^2/ps b=2.0 A relax=0.2051 ps
T exact=22610.7 ps = 22.61 ns
narrow: T_b=480.13 ps alpha*T_b=22955.1 ps h lattice=22980.2 ps
  h formula=22980.5 ps h/T=1.0164 h2/(2h^2)=0.9995
touching: T_b=388.39 ps alpha*T_b=29416.3 ps h lattice=29452.1 ps
  h formula=29452.3 ps h/T=1.3026 h2/(2h^2)=0.9994
2D: Ey=0.4 eV lambda=2.8558e-04 1/ps p_y=0.4784
  radial bias: lambda_hyper/lambda=0.9847 p_y=0.4790
  x-only bias: lambda_hyper/lambda=0.5195 (predicted 0.5316) p_y=0.0191
  x-only odds drop=47.18 (alpha=47.81)
metad: 500 runs dt=0.015 ps sigma=0.15 A bias factor=10.0 1/sqrt(N)=0.0447
slow: h=0.01 eV tau_G=15.00 ps mean MD time=939.5 ps
  mean tau=23015 ps = 23.02 ns tau/T=1.018
  median tau/(T ln2)=0.956 speed-up T/t=24.1
  KS p fitted=0.301 exact=0.387 beta*V_G(a)=0.014
  path clock / int alpha dt=1.0070
fast: h=0.03 eV tau_G=0.15 ps mean MD time=16.6 ps
  mean tau=583388 ps = 583.39 ns tau/T=25.801
  median tau/(T ln2)=2.603 speed-up T/t=1360.2
  KS p fitted=5.94e-106 exact=2.25e-67 beta*V_G(a)=1.518
  path clock / int alpha dt=3.6620
```
